# Effective nucleation area beneath a tip field with a quadratic maximum

A voltage pulse on a sharp probe tip can reverse the polarization of a ferroelectric film beneath it. The field is strongest under the tip and weaker to every side, and a reversed nucleus can appear at any of many sites. The rate of thermal nucleation depends exponentially on an energy barrier that the field lowers, so a site slightly away from the centre may contribute much less than one at the centre. How much film area effectively takes part?

## 1. The quantity to be found

Let $E(\mathbf r)$ be the field component that favours reversal and $W(E)>0$ the energy barrier to forming a critical nucleus. Sites nucleate independently, with local rate per unit area

$$
J(\mathbf r)=J_0\,e^{-W(E(\mathbf r))/kT}.
$$

Each event is assigned to the centre of its nucleus, and $J_0$ is constant for now. The nucleus is taken to be small enough to feel a single local field. Let $E_0$ be the largest field, at $r=0$. The total rate is written as

$$
K=\int J\,d^2r=J_0e^{-W(E_0)/kT}A ,
$$

which defines the effective area:

$$
A=\int \exp\left[-\frac{W(E(\mathbf r))-W(E_0)}{kT}\right]d^2r. \tag{1}
$$

Thus $A$ is the area of uniformly stressed film, at field $E_0$, that would give the same total rate. It is neither the area of a nucleus nor that of the domain that later grows.

## 2. The simplest case

Take a circular field profile that falls to zero at $r=a$,

$$
E(r)=E_0\left(1-\frac{r^2}{a^2}\right),
$$

and a barrier that falls linearly with field, $W(E)=W(E_0)+g(E_0-E)$, with $g>0$. Then

$$
W(E(r))-W(E_0)=gE_0\frac{r^2}{a^2}.
$$

Set $u=r^2/a^2$. Since $d^2r=2\pi r\,dr$ and $du=2r\,dr/a^2$, the area element becomes $\pi a^2du$. With $b=gE_0/kT$, the disk $r<a$ contributes

$$
A=\pi a^2\int_0^1e^{-bu}du=\pi a^2\,\frac{1-e^{-b}}{b}.
$$

Two limits show what matters. If $b\to0$, then $1-e^{-b}\to b$ and $A\to\pi a^2$: the barrier hardly notices the field, and the whole disk takes part. This limit counts the disk alone; any film outside it would then nucleate almost as readily and add its own area. If $b\gg1$, then $A\to\pi a^2/b$: only the neighbourhood of the maximum counts, and the edge of the disk drops out. The second limit does not need a linear barrier.

## 3. A general barrier and Laplace's method

Near a smooth circular maximum, write

$$
E(r)=E_0-\tfrac12\kappa r^2+O(r^4),\qquad \kappa>0.
$$

For the profile of section 2, $\kappa=2E_0/a^2$. Let primes denote derivatives with respect to field, taken at $E_0$, and let $W'<0$. A Taylor expansion gives

$$
W(E)-W(E_0)=W'(E-E_0)+\tfrac12W''(E-E_0)^2+\cdots .
$$

Here $E-E_0=-\kappa r^2/2$ to lowest order. The first term is therefore $-W'\kappa r^2/2=|W'|\kappa r^2/2$, while the second is of order $r^4$. The field maximum is a barrier minimum, and its curvature contains the first derivative of $W$ alone.

Laplace's method keeps this quadratic rise in the exponent and extends the integral to infinity, because distant points have exponentially small weight:

$$
A\simeq2\pi\int_0^\infty r\exp\left(-\frac{\kappa|W'|}{2kT}r^2\right)dr .
$$

With $v=r^2$, so that $r\,dr=dv/2$, the integral is

$$
\pi\int_0^\infty\exp\left(-\frac{\kappa|W'|}{2kT}v\right)dv
=\pi\,\frac{2kT}{\kappa|W'|}.
$$

Therefore

$$
\boxed{A\simeq\frac{2\pi kT}{\kappa|W'(E_0)|}}. \tag{2}
$$

For the profile with length $a$, inserting $\kappa=2E_0/a^2$ gives

$$
A\simeq\frac{\pi a^2kT}{E_0|W'(E_0)|}. \tag{3}
$$

This agrees with the limit $b\gg1$ of section 2, where $|W'|=g$.

If the maximum is elliptic, $E=E_0-\frac12\kappa_xx^2-\frac12\kappa_yy^2$, the integral separates into two Gaussians. Each gives $\sqrt{2\pi kT/(\kappa_i|W'|)}$, and their product is

$$
A\simeq\frac{2\pi kT}{|W'|\sqrt{\kappa_x\kappa_y}}.
$$

The geometric mean of the curvatures replaces $\kappa$.

**Conditions.** For the profile with length $a$, the method needs $E_0|W'|\gg kT$, together with small corrections in section 4. A large surrounding film must also be harmless. If it has area $S$ and field $E_b$, its contribution to $A$ is $S\exp\{-[W(E_b)-W(E_0)]/kT\}$, which must be much smaller than (2).

The derivative must not vanish either. Suppose that $W=W_1(1-E/E_s)^{3/2}$ and the peak reaches the limit $E_0=E_s$. Then $W=W_1u^{3/2}$, and for $W_1\gg kT$ equation (1) becomes

$$
A\simeq\pi a^2\int_0^\infty e^{-(W_1/kT)u^{3/2}}du
=\pi a^2\,\Gamma\left(\tfrac53\right)\left(\frac{kT}{W_1}\right)^{2/3}.
$$

The substitution $t=(W_1/kT)u^{3/2}$ turns the integral into a gamma function. The power of temperature is now $2/3$ instead of 1. This is a formal weight, since the barrier is zero at the centre and an activated rate no longer applies there.

## 4. How large is the first correction?

Allow a quartic term in the field and a slowly varying attempt rate:

$$
E=E_0(1-u+qu^2),\qquad J_0\propto E^m .
$$

Define $b=E_0|W'|/kT$ and $c=E_0^2W''/kT$. Since $E-E_0=-E_0(u-qu^2)$,

$$
\frac{W(E)-W(E_0)}{kT}=b(u-qu^2)+\frac c2u^2+O(u^3)
=bu+\left(\frac c2-bq\right)u^2+O(u^3).
$$

The relative attempt rate is $1-mu+O(u^2)$. The important values of $u$ are of order $1/b$, so the small terms can be expanded outside the main exponential:

$$
\frac{A}{\pi a^2}\simeq\int_0^\infty e^{-bu}
\left[1-mu-\left(\frac c2-bq\right)u^2\right]du .
$$

Using $\int_0^\infty ue^{-bu}du=1/b^2$ and $\int_0^\infty u^2e^{-bu}du=2/b^3$,

$$
A\simeq\frac{\pi a^2}{b}\left[1-\frac{c}{b^2}+\frac{2q}{b}-\frac mb\right],
\qquad \frac{c}{b^2}=\frac{kT\,W''}{W'^2}. \tag{4}
$$

A barrier that curves upward as a function of field reduces the area. A flatter field tail, $q>0$, enlarges it. An attempt rate that grows with field, $m>0$, reduces it.

## 5. A barrier from a definite nucleus

Consider a reversed cylinder of radius $R$ through a film of thickness $h$. Its side wall costs energy $\sigma$ per area. Reversal changes the polarization along the field from $-P$ to $+P$, so it gains $2PE$ per volume. With $E$ the mean field through the thickness,

$$
G(R)=2\pi Rh\sigma-2PE\,\pi R^2h .
$$

The barrier is the maximum of $G$:

$$
\frac{dG}{dR}=2\pi h(\sigma-2PER)=0
\quad\Rightarrow\quad R_*=\frac{\sigma}{2PE}.
$$

Since $2PER_*=\sigma$, the second term of $G$ equals $-\pi R_*h\sigma$, half the first in size. Hence

$$
W=\pi R_*h\sigma=\frac{\pi\sigma^2h}{2PE}.
$$

The field derivative also has a direct meaning. When $E$ changes, $R_*$ changes too, but $\partial G/\partial R=0$ there. Only the explicit field dependence remains:

$$
\frac{dW}{dE}=-2P\,\pi R_*^2h=-2PV_*,
$$

where $V_*$ is the critical volume. A larger critical nucleus couples more strongly to the field and gives a smaller effective area.

For this model $W\propto1/E$, so $E_0|W'|=W(E_0)$. Let $\lambda=W(E_0)/kT$. Equation (3) becomes

$$
A\simeq\frac{\pi a^2}{\lambda}.
$$

Also $E_0^2W''=2W$, so $b=\lambda$ and $c=2\lambda$. The relative correction in (4) is $(-2+2q-m)/\lambda$.

If the tip voltage scales $E_0$ at fixed $a$, this leading area is proportional to $E_0$. Then

$$
\frac{d\ln K}{d\ln E_0}\simeq\lambda+1 ,
$$

where $\lambda$ comes from the barrier and 1 from the area. Reading the whole slope as a barrier derivative would overestimate that derivative by a fraction $1/\lambda$.

## 6. Numbers for an ultrathin film

As an illustration, take $P=15\ \mu\mathrm{C/cm^2}$, $\sigma=10\ \mathrm{mJ/m^2}$, $h=5$ nm, $E_0=0.4$ MV/cm, $a=20$ nm and $T=300$ K. In SI units, the critical radius is

$$
R_*=\frac{0.010}{2(0.15)(4\times10^7)}\ \mathrm m=0.83\ \mathrm{nm},
$$

and the barrier is

$$
W=\pi(0.010)(0.833\times10^{-9})(5\times10^{-9})\ \mathrm J
=1.31\times10^{-19}\ \mathrm J=0.817\ \mathrm{eV}.
$$

With $kT=0.02585$ eV, $\lambda=31.6$. The derivative is $|W'|=0.817/0.4=2.04$ eV per MV/cm, and

$$
A\simeq\frac{\pi(20\ \mathrm{nm})^2}{31.6}=39.8\ \mathrm{nm^2}.
$$

Numerical quadrature of (1), with the full $1/E$ barrier and the quadratic field, gives $37.5\ \mathrm{nm^2}$. This is 5.8% below the Laplace value; the first correction, $-2/\lambda$, predicts 6.3%.

The tail of the field matters at this level. A point charge at distance $d$ gives a normal field $E_0(1+r^2/d^2)^{-3/2}$ in the plane. The same curvature at the maximum requires $d^2=3a^2/2$. Expanding,

$$
\left(1+\tfrac23u\right)^{-3/2}=1-u+\tfrac56u^2+\cdots,
$$

so $q=5/6$ and the relative correction is $-1/(3\lambda)$, about $-1\%$. Quadrature gives $39.4\ \mathrm{nm^2}$. For a Lorentzian field $E_0/(1+u)$, the barrier is $W(E_0)(1+u)$, and integration over the infinite plane gives $\pi a^2/\lambda$ with no correction. For the original quadratic field with $J_0\propto E$, quadrature gives $36.4\ \mathrm{nm^2}$.

**Where the events occur.** Define $s$ by $A=\pi s^2$, using the Laplace area. Then $s^2=2kT/(\kappa|W'|)$, and to leading order the barrier at $r=s$ is higher by $kT$. Here $s=3.56$ nm, much less than $a$; the full barrier rises there by $1.03\,kT$.

For a Gaussian weight, the fraction of events inside $s$ is $1-1/e=0.632$. The first correction for the $1/E$ barrier follows from the exponent $-\lambda(u+u^2)$. With $t=\lambda u$, the radius $s$ lies at $t=1$, and

$$
f\simeq\frac{\int_0^1e^{-t}(1-t^2/\lambda)dt}
{\int_0^\infty e^{-t}(1-t^2/\lambda)dt}
=\frac{1-1/e-(2-5/e)/\lambda}{1-2/\lambda}.
$$

Expanding the denominator adds $2(1-1/e)/\lambda$, so

$$
f\simeq1-\frac1e+\frac{3}{e\lambda}=0.667 .
$$

Direct quadrature gives 0.666. About one third of the events thus lie outside the effective circle, which is not a sharp boundary.

**A rate.** Assume one site per surface cell of edge 0.4 nm and an attempt frequency of $10^{12}\ \mathrm{s^{-1}}$. The Laplace area holds $39.8/0.16\simeq249$ cells, so

$$
K\simeq249\times10^{12}\,e^{-31.6}\ \mathrm{s^{-1}}\simeq4.7\ \mathrm{s^{-1}}.
$$

With the area from quadrature the rate is $4.4\ \mathrm{s^{-1}}$, a mean waiting time of 0.23 s. The attempt frequency is assumed, so this is an illustration.

## 7. A nucleus of finite size

The local-field assumption can now be examined. For a disk of radius $R$ centred at distance $r$ from the maximum, let $\boldsymbol\rho$ run over the disk. Then $|\mathbf r+\boldsymbol\rho|^2=r^2+2\mathbf r\cdot\boldsymbol\rho+\rho^2$. The cross term averages to zero, and the mean of $\rho^2$ is $R^2/2$. The mean field is

$$
\overline E=E_0\left[1-\frac{r^2+R^2/2}{a^2}\right].
$$

The loss of field due to finite size is $E_0R^2/(2a^2)$, independent of $r$. Near the centre, to leading order, it raises the barrier by

$$
\frac{\Delta W}{kT}=\frac{|W'|E_0R_*^2}{2a^2kT}=\frac{R_*^2}{2s^2},
$$

because $s^2=a^2kT/(E_0|W'|)$. The rate is multiplied by $\exp[-R_*^2/(2s^2)]=0.973$, while $A$ is unchanged to leading order. Finding the critical radius numerically at each position, for nuclei kept circular, gives a factor 0.969 for the whole rate. Finite size is a 3% effect here. It would become large if $R_*$ approached $s$.

## 8. Adding a uniform field

Now add a uniform field $E_u$ that also favours reversal. The curvature $\kappa$ is unchanged, but $W'$ must be taken at $E_0+E_u$. For $W\propto1/E$, $|W'|\propto1/E^2$, so at fixed $\kappa$

$$
A(E_u)\simeq A(0)\left(\frac{E_0+E_u}{E_0}\right)^2 .
$$

Equation (2) is therefore the safer form: equation (3) assumes that the whole peak field has the quadratic profile of length $a$.

Incomplete screening by the electrodes leaves a field that opposes the existing polarization. If this field is held fixed, it assists reversal and acts as $E_u$. But the nucleus also reverses its own surface charge, which takes back part of the gain. For a wide nucleus almost nothing is left, because the electrostatic energy per area is proportional to $P^2$ and is the same for both directions. Wide here means wide compared with the screening length, and also with the smaller of the film thickness and the screening length multiplied by the film's relative permittivity. For the screening length of 0.01 nm used below, the nucleus in section 6 meets the first condition but not clearly the second. With that length shared equally by the two faces and an isotropic film, about 70% of the help cancels at a permittivity of 50 and about 60% at 100. The fixed field used below therefore gives only an upper estimate. Let $\ell$ be the total effective screening length. In a series-capacitor picture the bound charge leaves a potential of at most $P\ell/\varepsilon_0$ across the film, hence

$$
E_u\le\frac{P\ell}{\varepsilon_0h}.
$$

The dielectric response of the film lowers it further. For $\ell=0.01$ nm the upper estimate is 0.34 MV/cm, nearly as large as the tip field. At that value $\lambda$ falls from 31.6 to 17.1. Quadrature over the disk $r<a$ gives $A=122\ \mathrm{nm^2}$ instead of $37.5\ \mathrm{nm^2}$, and the rate grows by a factor of about $6\times10^6$. The critical radius would then be only 0.45 nm, about one cell, and the nucleus's own surface charge would cancel part of the added field. The factor shows sensitivity to a fixed field and is not a prediction; the real gain can be smaller by orders of magnitude. The surrounding film, which also feels $E_u$, is left out here; in a large enough film it would break the condition on $S$ in section 3.

## 9. Beside a real film

The parameters are meant for the rough regime of an ultrathin perovskite ferroelectric between a tip and a bottom electrode. The peak field and the length $a=20$ nm are assumed, and this length is long for a sharp tip in direct contact. If a rounded tip of radius $R_t$ touches the film at a point, the air gap beside the contact grows as $r^2/(2R_t)$. Treating gap and film as capacitors in series gives $a^2\simeq2R_th/\varepsilon$, where $\varepsilon$ is the film's relative permittivity. For $R_t=50$ nm and $\varepsilon=50$ this is $a\simeq3$ nm. That is only an order of magnitude: $a$ is below $h$, so the field also spreads sideways, and the air gap at $r=a$ is $h/\varepsilon=0.1$ nm, less than an atom. With $a$ of this size or smaller, $s$ would be at most about 0.6 nm, smaller than $R_*$, and the local-field result would fail. In the same picture, $a=20$ nm in direct contact needs a tip radius of about 2 µm. A gap of about 4 nm under the 50 nm tip would also give this length, but the poorly screened bound charge would then leave a field of about 3 MV/cm in the film, far above the tip field. The blunt contact does not escape this problem. If the bound charge under its widening gap is unscreened, the same picture gives a field that favours reversal and grows from zero at the centre to about 0.1 MV/cm at $r=s$ and 1.7 MV/cm at $r=a$. Even after the nucleus's own charge cancels part of this field, the barrier falls with distance from the centre, and equation (2) no longer applies there. These gaps are smaller than an atom, so the numbers show only a trend. The example is therefore an idealized blunt contact, not a sharp tip, and it assumes that the surface charge is screened by other means, such as adsorbed ions. The wall energy is at the low end of the usual rough range, and the polarization is below that of many bulk perovskite ferroelectrics. The critical nucleus is about two cells in radius and covers some 14 cells per layer, so a continuous wall is a strained description even without the added field. The cylinder through the whole film is also a model choice: if the permittivity is high, a nucleus that starts at one electrode and does not yet span the film may have a lower barrier. Real electrodes break the assumption of complete screening; the shift found above is an upper estimate only for $\ell=0.01$ nm, and a larger screening length can give a larger shift. Defects can break the assumption of equivalent sites; if a few of them dominate, their positions matter and a smooth area does not describe them.

The area is far less sensitive than the rate. Raising $\sigma$ by 10%, with all other inputs fixed, multiplies $W$ by 1.21. The area from quadrature falls from 37.5 to $31.3\ \mathrm{nm^2}$, but the rate falls to 0.0011 of its former value. Heating by 10 K at fixed material parameters raises the area to $38.6\ \mathrm{nm^2}$ and the rate by a factor of 2.9.

Two electrical limits are less pressing in this example. The peak field is 8% of a rough breakdown field of 5 MV/cm. For a rectangular electron barrier of height $\phi=1$ eV and the free-electron mass $m_e$, the tunnelling estimate $\exp(-2h\sqrt{2m_e\phi}/\hbar)$ is $6\times10^{-23}$. Thermal emission over the same barrier has a larger factor, $e^{-\phi/kT}\simeq2\times10^{-17}$, which is still small; lowering of the barrier by the image force, left out here, would raise it. The order of the two factors depends on the mass: tunnelling is the larger one below about $0.57\,m_e$, and at $0.3\,m_e$ its factor is already $6.5\times10^{-13}$. Leakage through defects is outside both estimates.

All numerical values are calculated from the stated model.
